\section*{Damping and negative eigenvalues in many-body dispersion with range-separated screening}

A calculation that adds the many-body dispersion energy with range-separated self-consistent screening (MBD@rsSCS) to a density functional needs a damping parameter $\beta$ and a policy for the case that the coupled-oscillator matrix has negative eigenvalues: stop, drop the modes, or change the input. Within this model, whether negative eigenvalues occur is decided by one number per element, $\kappa=\alpha^0/(2\beta R^0)^3$, and by the geometry measured in units of the damping radii $\beta R_i$, where $R_i$ is the radius of the atom in the system; a large polarizability matters through its ratio to the cubed radius. Atomic units are used throughout.

\section{What the method computes}

Each atom has free-atom data $\alpha^0_i$, $C^0_{6,i}$, $R^0_i$ and a volume ratio $v_i$, which give
\begin{equation}
\alpha_i=v_i\alpha_i^0,\quad C_{6,i}=v_i^2C^0_{6,i},\quad R_i=v_i^{1/3}R_i^0,\quad \alpha_i(iu)=\frac{\alpha_i}{1+u^2/\omega_i^2}.
\end{equation}
The Casimir--Polder integral with $\int_0^\infty(1+t^2)^{-2}dt=\pi/4$ gives $C_6=\frac3\pi\int_0^\infty\alpha(iu)^2du=\frac34\alpha^2\omega$, so $\omega=4C_6/3\alpha^2$. The damping function is $f(x)=1/(1+e^{-6(x-1)})$, with $f'=6f(1-f)$, and $\beta=0.83$, the value used with PBE.

\paragraph{Smeared dipole tensor.} Two charge clouds with pair potential $\phi(|\mathbf r_i-\mathbf r_j|)$, displaced to form dipoles, have the energy $(\boldsymbol\mu_i\cdot\nabla_i)(\boldsymbol\mu_j\cdot\nabla_j)\phi=\boldsymbol\mu_i\cdot T\boldsymbol\mu_j$ with $T=-\nabla\nabla \phi$, because $\nabla_j=-\nabla_i$. For a radial function and the unit vector $\mathbf n$ along the pair,
\begin{equation}
T=t_\parallel\,\mathbf{nn}+t_\perp(1-\mathbf{nn}),\qquad t_\parallel=-\phi'',\quad t_\perp=-\phi'/r .
\end{equation}
For $\phi=1/r$ this is $T=(1-3\mathbf{nn})/r^3$, with eigenvalues $-2/r^3$ and (twice) $1/r^3$. A normalized cloud $\propto e^{-r^2/\sigma_i^2}$ has the form factor $e^{-k^2\sigma_i^2/4}$, so with $\sigma^2=\sigma_{ij}^2=\sigma_i^2+\sigma_j^2$
\begin{equation}
\phi=\frac2\pi\int_0^\infty e^{-k^2\sigma^2/4}\,\frac{\sin kr}{kr}\,dk=\frac{\operatorname{erf}(r/\sigma)}{r}.
\end{equation}
The last step holds because $r\phi$ vanishes at $r=0$ and has the derivative $\frac2\pi\int_0^\infty e^{-k^2\sigma^2/4}\cos kr\,dk=\frac{2}{\sqrt\pi\sigma}e^{-r^2/\sigma^2}$. Set $\zeta=r/\sigma$, $\Theta=2\zeta e^{-\zeta^2}/\sqrt\pi$, $W=\operatorname{erf}\zeta-\Theta$. Then $\phi'=-W/r^2$. Since $dW/d\zeta=\frac{2}{\sqrt\pi}e^{-\zeta^2}[1-(1-2\zeta^2)]=2\zeta\Theta$, one has $\phi''=(2W-2\zeta^2\Theta)/r^3$, and
\begin{equation}
t_\perp=\frac{W}{r^3},\qquad t_\parallel=\frac{-2W+2\zeta^2\Theta}{r^3}.
\end{equation}
This defines $T^{GG}$. For small $r$, $\phi=\frac{2}{\sqrt\pi\sigma}(1-r^2/3\sigma^2+\dots)$, so both components tend to $4/(3\sqrt\pi\sigma^3)$. The width $\sigma_i^3=\sqrt{2/\pi}\,\alpha_i(iu)/3$ makes this limit, taken at $\sigma_{ii}=\sqrt2\sigma_i$, equal to $\sqrt{2/\pi}/(3\sigma_i^3)=1/\alpha_i(iu)$.

\paragraph{Screening.} In a uniform field $\mathbf E$ the induced dipoles obey $\boldsymbol\mu_i=\alpha_i(\mathbf E-\sum_{j\ne i}w_{ij}T^{GG}_{ij}\boldsymbol\mu_j)$ with $w_{ij}=1-f\big(r_{ij}/\beta(R_i+R_j)\big)$. In $3\times3$ blocks, at each frequency,
\begin{equation}
B_{ij}=\frac{\delta_{ij}}{\alpha_i}+(1-\delta_{ij})\,w_{ij}T^{GG}_{ij},\qquad \bar\alpha_i(iu)=\frac13\operatorname{tr}\sum_j(B^{-1})_{ij}.
\end{equation}
One solves $BP=(1,\dots,1)^T$, a stack of unit blocks, and takes the trace of each block of $P$. Then, with $\bar\alpha_i\equiv\bar\alpha_i(0)$,
\begin{equation}
\bar C_{6,i}=\frac3\pi\int_0^\infty\bar\alpha_i(iu)^2du,\quad \bar\omega_i=\frac{4\bar C_{6,i}}{3\bar\alpha_i^2},\quad \bar R_i=R_i\Big(\frac{\bar\alpha_i}{\alpha_i}\Big)^{1/3}.
\end{equation}
The integral uses Gauss--Legendre nodes $t$ mapped by $u=L(1+t)/(1-t)$, $du=2L\,dt/(1-t)^2$. With 30 points and $L=0.2$ Ha, $\bar C_6$ of one Li and one X atom in the mixed test cluster Li$_2$X$_2$ (X is a model atom defined below) matches adaptive quadrature within a relative $10^{-6}$; 15 points with $L=0.6$ Ha give the free Li oscillator's $C_6$ with relative error $-2.9\times10^{-5}$.

\paragraph{Energy.} A unit-mass coordinate $\boldsymbol\xi_i$ in the potential $\frac12\bar\omega_i^2\xi_i^2$, carrying the dipole $\boldsymbol\mu_i=\bar\omega_i\sqrt{\bar\alpha_i}\,\boldsymbol\xi_i$, shifts by $\sqrt{\bar\alpha_i}\,\mathbf E/\bar\omega_i$ in a field and so has polarizability $\bar\alpha_i$. Coupling the dipoles through $T^{L}_{ij}=f(x_{ij})T_{ij}$ ($i\neq j$, zero diagonal blocks), with $x_{ij}=r_{ij}/S_{ij}$ and $S_{ij}=\beta(\bar R_i+\bar R_j)$, gives the potential $\frac12\xi^TC\xi$ and
\begin{equation}
C_{ij}=\bar\omega_i^2\delta_{ij}+\bar\omega_i\bar\omega_j\sqrt{\bar\alpha_i\bar\alpha_j}\,T^L_{ij},\qquad E=\frac12\sum_k\sqrt{\lambda_k}-\frac32\sum_i\bar\omega_i ,
\end{equation}
where $\lambda_k$ are the $3N$ eigenvalues of $C$. This step presupposes $\bar\alpha_i>0$.

\section{What a negative eigenvalue depends on}

With diagonal matrices $\Omega$ of the $\bar\omega_i$ and $a$ of the $\bar\alpha_i$,
\begin{equation}
C=\Omega D\Omega,\qquad D=1+a^{1/2}T^La^{1/2}=a^{1/2}\,(a^{-1}+T^L)\,a^{1/2}.
\end{equation}
If $y^TDy<0$ on a subspace, then $\xi^TC\xi<0$ on its image $\xi=\Omega^{-1}y$, which has the same dimension, and conversely. The three matrices $C$, $D$ and $a^{-1}+T^L$ therefore have equally many negative eigenvalues (Sylvester's law of inertia). The $C_6$ data and the frequency grid enter through $\Omega$ alone and cannot cause or cure the instability. It is a static polarization catastrophe: a dipole pattern whose mutual coupling gains more energy than the self-energy $\sum_i\mu_i^2/2\bar\alpha_i$ costs. The lowest eigenvalue $D_{\min}$ of $D$ is the dimensionless margin.

Neither rescaling changes $\alpha/R^3$:
\begin{equation}
\frac{\bar\alpha_i}{\bar R_i^3}=\frac{\alpha_i}{R_i^3}=\frac{v_i\alpha^0_i}{v_iR_i^{0\,3}}=(2\beta)^3\kappa_i .
\end{equation}
For equivalent atoms $S=2\beta\bar R$, so $\bar\alpha f/r^3=(\bar\alpha/S^3)f(x)/x^3=\kappa\,g(x)$ with $g=f/x^3$. Volume ratio and screening move $x$ and leave $\kappa$ fixed.

\paragraph{Homonuclear dimer.} Per Cartesian direction $D$ is a $2\times2$ matrix with unit diagonal. With $y=\kappa g(x)$ the eigenvalues are $1\mp2y$ along the axis and $1\pm y$ twice across it, so $D_{\min}=1-2\kappa g(x)$, the head-to-tail mode. Stationary points of $g$ satisfy
\begin{equation}
(\ln g)'=6(1-f)-\frac3x=\frac3x\,[h(x)-1]=0,\qquad h=2x(1-f).
\end{equation}
Since $(\ln h)'=1/x-6f$ decreases strictly, $h$ has one maximum and $h=1$ has at most two roots. One is $x=1$, where $f=\frac12$ and $(\ln g)''=-36\cdot\frac14+3=-6$: a maximum with $g=\frac12$. (For steepness $b$ the slope at $x=1$ is $b/2-3$, so this location is special to $b=6$.) The other is a minimum, $g=0.378$ at $x=0.530$. Below it $g$ diverges, because $f(0)\ne0$, and regains $\frac12$ at $x=0.324$. For $x>0.324$ the dimer is thus stable at every distance if $\kappa<1$. If $\kappa>1$ it is unstable around $x=1$, a value that is reached because $\bar\alpha$ stays finite and positive for this dimer (Section~\ref{scr}), so that $x(r)$ runs continuously from $0$ to $\infty$. Between this unstable window and the divergence of $g$ at small $x$, a stable gap survives while $2\kappa\cdot0.378<1$. The full algorithm, scanned from 3 to 14 bohr at $R^0=4$ bohr, finds no negative eigenvalue at $\kappa=0.98$ and finds one at $\kappa=1.02$, for $v=1$ and $v=0.7$ alike.

\paragraph{Any cluster.} Let $K=D-1$. The block $K_{ij}$ has norm $k_{ij}=2\sqrt{\bar\alpha_i\bar\alpha_j}\,g(x_{ij})/S_{ij}^3$. From $\sqrt{\bar\alpha_i\bar\alpha_j}=\sqrt{\kappa_i\kappa_j}\,\big(2\beta\sqrt{\bar R_i\bar R_j}\big)^3$ and $2\sqrt{\bar R_i\bar R_j}\le\bar R_i+\bar R_j$ follows $k_{ij}\le2\sqrt{\kappa_i\kappa_j}\,g(x_{ij})$. For a unit vector $y$ with atomic parts $y_i$,
\begin{equation}
|y^TKy|\le\sum_{i\ne j}k_{ij}|y_i||y_j|\le\sum_{i\ne j}k_{ij}\frac{|y_i|^2+|y_j|^2}{2}=\sum_i|y_i|^2\sum_{j\ne i}k_{ij},
\end{equation}
the last step by symmetry of $k$. Hence
\begin{equation}
D_{\min}\ \ge\ 1-\max_i\sum_{j\ne i}2\sqrt{\kappa_i\kappa_j}\,g(x_{ij}).
\label{bound}
\end{equation}
A positive right side proves stability; a negative one proves nothing. In the 61 test clusters $D_{\min}$ lay at least 0.11 above the bound. The sum is for finite clusters: with $g\to x^{-3}$ it grows logarithmically with the size of a three-dimensional solid.

\paragraph{Infinite chain.} For spacing $d$ along $z$ all blocks are diagonal, and the waves $e^{iqn}$ diagonalize $D$. With $x=d/S$,
\begin{equation}
D_\parallel(q)=1-4\kappa\sum_{n\ge1}g(nx)\cos nq,\qquad D_\perp(q)=1+2\kappa\sum_{n\ge1}g(nx)\cos nq .
\end{equation}
With $G=\sum_ng(nx)$ and $|\cos nq|\le1$, $D_\parallel\ge1-4\kappa G$ with equality at $q=0$, and $D_\perp\ge1-2\kappa G$, so $D_{\min}=1-4\kappa G$; here the bound \eqref{bound} is attained. The uniform vector is an eigenvector of $B$ in each direction, so the row sum of $B^{-1}$ is the inverse row sum of $B$:
\begin{equation}
\bar\alpha=\frac13\left[\frac{1}{\alpha^{-1}+2\sum_nw_nt_\parallel(nd)}+\frac{2}{\alpha^{-1}+2\sum_nw_nt_\perp(nd)}\right].
\end{equation}
At $x=1$ the nearest neighbours alone give $4\kappa\cdot\frac12$, so $\kappa>\frac12$ already suffices for instability there.

\section{What dropping the modes means}

Let $M=u^2+\Omega^2$ and let $a(iu)=a\,\Omega^2M^{-1}$ be the single-oscillator form built from $\bar\alpha$ and $\bar\omega$. Factoring $M^{1/2}$ out of both sides of $u^2+C=M+\Omega a^{1/2}T^La^{1/2}\Omega$ and taking determinants gives
\begin{equation}
\Delta(u)\equiv\det\big[1+a(iu)^{1/2}T^La(iu)^{1/2}\big]=\frac{\prod_k(u^2+\lambda_k)}{\prod_i(u^2+\bar\omega_i^2)^3}.
\end{equation}
The integral $\int_0^\infty\ln(1+b^2/u^2)\,du$ vanishes at $b=0$ and has the $b$-derivative $\int_0^\infty2b\,du/(u^2+b^2)=\pi$, so it equals $\pi b$. Dividing each of the $3N$ factors above and below by $u^2$ yields, for positive $\lambda_k$, $E=\frac1{2\pi}\int_0^\infty\ln\Delta\,du$, the random-phase form of the same energy. A mode $\lambda=-s^2$ makes $\Delta$ vanish at $u=s$. Its factor $u^2-s^2$ is negative for $u<s$, where the logarithm of that factor is not real, just as $\sqrt\lambda$ is not. The function $(u-s)\ln|u-s|+(u+s)\ln(u+s)-2u\ln u$ has the derivative $\ln|1-s^2/u^2|$. It vanishes at $u=0$, and it equals $u\ln(1-s^2/u^2)+s\ln\frac{u+s}{u-s}\to0$ at infinity. Therefore $\int_0^\infty\ln|1-s^2/u^2|\,du=0$, and omitting negative modes is the same as integrating $\ln|\Delta|$.

The number so obtained is not a ground-state energy: the mode is an inverted oscillator, whose amplitude grows as $e^{st}$ and whose energy has no lower bound. The number also has a cusp. For the dimer at fixed $\bar\omega$,
\begin{equation}
E=\frac{\bar\omega}{2}\Big[\sqrt{1-2y}+\sqrt{1+2y}+2\sqrt{1-y}+2\sqrt{1+y}-6\Big].
\label{dimer}
\end{equation}
The slope $dE/dy$ contains $-\bar\omega/(2\sqrt{1-2y})$, which diverges as $y\to\frac12$ from below. Just above, with that term dropped, the slope is $\frac{\bar\omega}2(1/\sqrt2-\sqrt2+\sqrt{2/3})>0$. Where $y$ crosses $\frac12$ with a nonzero slope in $r$, the force diverges on the stable side, while just beyond the threshold a larger $y$ at fixed $\bar\omega$ weakens the binding. When the distance is varied, $\bar\omega$ changes as well, and its smooth contribution to the force can outweigh this small slope. For small $y$, $\sqrt{1+e}+\sqrt{1-e}=2-e^2/4+\dots$ gives $E\approx\frac{\bar\omega}2(-y^2-y^2/2)=-\frac34\bar\omega\bar\alpha^2f^2/r^6=-\bar C_6f^2/r^6$; for Li$_2$ at 40 bohr the ratio $E/(-C_6/r^6)$ is 1.000007.

\section{Failures in the screening step}\label{scr}

Without the factor $w$, every block of $B$, the diagonal included by the self-term identity, is a Coulomb energy of Gaussian dipole densities:
\begin{equation}
\mu^TB\mu=\int\!\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\Big|\sum_j\mathbf k\cdot\boldsymbol\mu_j\,e^{-k^2\sigma_j^2/4-i\mathbf k\cdot\mathbf r_j}\Big|^2\ \ge0 .
\end{equation}
For distinct sites and $\mu\neq0$ it is positive. Suppose the sum vanished for all $\mathbf k=t\mathbf e$, along a direction with distinct $\mathbf e\cdot\mathbf r_j$ and with $c_j=\mathbf e\cdot\boldsymbol\mu_j\ne0$ for the nonzero dipoles. Dividing by $t$ and by the slowest Gaussian leaves, as $t\to\infty$, a sum of oscillations with distinct frequencies, whose mean square $\sum c_j^2$ would have to vanish, a contradiction. In 30 dense random clusters the lowest eigenvalue was $1.3\times10^{-6}$ bohr$^{-3}$, while the bare tensor gave $D_{\min}$ down to $-3\times10^3$.

With range separation, $B$ is this positive matrix minus the off-diagonal $(1-w)T^{GG}$, and the argument no longer applies. A Bloch scan of chains over $d=1$ to 8 bohr shows that positivity can be lost: the lowest eigenvalue of $\alpha B$ is $-0.31$ for Li and $-0.54$ for the model atom P defined below, both at the short end $d=1$ bohr. The loss sets in much earlier: in steps of 0.1 bohr the lowest eigenvalue is negative at every spacing up to 4.7 bohr for Li and 5.3 bohr for P, against $2\beta R^0=6.64$ bohr. More neighbours move the onset outward: for the same Li model the lowest eigenvalue is $-0.22$ on a simple cubic lattice of spacing 6 bohr and $-0.24$ on a bcc lattice with constant 6.6 bohr. For the finite Li chains at 6 bohr listed in the output, positivity is tested and holds.

A positive $B$ does not make $\bar\alpha_i$ positive. For a dimer each direction gives a matrix with diagonal $1/\alpha_1$, $1/\alpha_2$ and off-diagonal $\tau=wt$, where $t$ is $t_\parallel$ or $t_\perp$. The first row of its inverse is $(1/\alpha_2,\,-\tau)$ divided by $1/\alpha_1\alpha_2-\tau^2$, with the sum
\begin{equation}
\frac{\alpha_1(1-\alpha_2\tau)}{1-\alpha_1\alpha_2\tau^2},
\end{equation}
and $\bar\alpha_1$ is the average over one parallel and two perpendicular directions. The denominator is positive, because the positivity above gives $\alpha_1\alpha_2t^2<1$ and $w<1$. For equal atoms the expression reduces to $\alpha/(1+\alpha\tau)$ with $|\alpha\tau|<1$, finite and positive. For unequal atoms, $\alpha_2=3\sqrt{\pi/2}\,\sigma_2^3$ and the small-$r$ limit of $t$ give
\begin{equation}
\alpha_2\tau\to w\,\frac{2\sqrt2\,\sigma_2^3}{\sigma_{12}^3}=w\left[\frac{2}{1+\sigma_1^2/\sigma_2^2}\right]^{3/2},
\end{equation}
which approaches $2\sqrt2\,w$ for $\alpha_1\ll\alpha_2$. The field of the large induced dipole then outweighs the applied field at the small atom, $\bar\alpha_1<0$, and $\sqrt{\bar\alpha_1}$ in $C$ is imaginary.

\section{Worked example: lithium chains}

Time-dependent Hartree--Fock on an unrestricted reference, in an even-tempered 14s8p basis, gives $\alpha^0=170.02$ bohr$^3$ and $C_6^0=1477.9$ Ha\,bohr$^6$ for Li; a finite field of $5\times10^{-4}$ gives 169.95 bohr$^3$, lower through its $F^2$ term, and extrapolates to the response value at zero field. The last digits belong to this basis: a 20s14p basis gives $\alpha^0=169.95$ and $C_6^0=1476.5$, shifts of $-0.07$ and $-1.4$. The radius $R^0=4$ bohr is a round model value and $v=1$, so $\kappa=170.02/6.640^3=0.581$. Since $\kappa\propto(R^0)^{-3}$, the results below describe this model, and their digits serve to follow the arithmetic. Two model atoms give the contrast: X ($\alpha^0=10$, $C_6^0=30$, $R^0=3.5$, $\kappa=0.051$) and P ($320$, $4000$, $4$, $\kappa=1.093$).

For Li$_2$ at 6 bohr, screening gives $\bar\alpha=152.16$ and $\bar C_6=1281.1$, so
\begin{align}
\bar\omega&=4(1281.1)/(3\cdot152.16^2)=0.07378\ \text{Ha},\nonumber\\
x&=6/[6.640\,(152.16/170.02)^{1/3}]=0.9377,\qquad g=0.4944,\nonumber\\
y&=0.5807\cdot0.4944=0.2871,\qquad D_{\min}=1-2y=0.4258 .\nonumber
\end{align}
The bracket in \eqref{dimer} is $0.6525+1.2547+1.6887+2.2690-6=-0.1351$, and $E=0.03689\,(-0.1351)=-0.00498$ Ha, or $-67.8$ meV per atom. Longer chains at the same spacing, with negative modes omitted from $E$:
\begin{center}
\begin{tabular}{rrrr}
$N$ & $D_{\min}$ & negative modes & $E/N$ (meV)\\
2 & $+0.426$ & 0 & $-68$\\
3 & $+0.087$ & 0 & $-136$\\
4 & $-0.108$ & 1 & $-175$\\
6 & $-0.327$ & 1 & $-137$\\
12 & $-0.551$ & 2 & $-145$
\end{tabular}
\end{center}
The chain fails at $N=4$ although every isolated pair beyond $x=0.324$ is stable. The failing length depends on the model radius: with $R^0=4.16$ bohr ($\kappa=0.516$), $D_{\min}=+0.006$ at $N=4$ and the first failure is at $N=5$. The energy per atom is not monotonic in $N$ past the threshold. For Li$_6$, $\lambda_{\min}=-2.053\times10^{-3}$ Ha$^2$ puts a zero of $\Delta$ at $u=\sqrt{2.053\times10^{-3}}=0.0453$ Ha, and both the truncated sum and the integral of $\ln|\Delta|$ give $-0.030172$ Ha.

The infinite chain has $\bar\alpha=146.59$, $x=0.949$, $G=0.7317$ and $D_{\min}=1-4(0.5807)(0.7317)=-0.70$, against $-0.66$ for $N=30$ and $-0.69$ for $N=60$. Its margin crosses zero at $d=9.07$ bohr (9.05 for $N=60$). The X chain at the much shorter spacing of 2.5 bohr has a larger sum, $G=2.042$, and still $D_{\min}=1-4(0.0510)(2.042)=0.58$. Within a scan from 3 to 14 bohr, the dimer P$_2$ is unstable from 4.79 to 7.65 bohr. In the pair X--Li, $\bar\alpha_X$ turns negative below 3.41 bohr, and below 2.67 bohr when $v_{\rm Li}=0.5$. The printed output that follows contains the numerical check of these relations.

\section{Settings}

\begin{enumerate}
\item Compute $\kappa$ for each element before the run. For $\kappa>1$ a single pair of equivalent atoms (same element, same $v$) near $x=1$ fails, while unequal volume ratios raise the threshold somewhat (at $\kappa=1.02$ and $R^0=4$ bohr the pair with $v=1$ and $0.5$ stays stable from 3 to 14 bohr); for $\kappa<1$ a like pair with $x>0.324$ is stable, and connected arrangements of such atoms decide. The bound \eqref{bound} certifies a finite cluster when it is positive.
\item After screening, check that $B$ is positive definite and every $\bar\alpha_i>0$. These failures precede the oscillator matrix and need separate handling. A smaller $v$ on the polarizable partner shortened the critical X--Li distance without removing it.
\item Monitor $D_{\min}$, which needs the static screening alone. A finer frequency grid or other $C_6$ values leave its sign unchanged, and a small positive value can already mean large forces, through the $1/\sqrt{D_{\min}}$ slope found for the dimer, wherever $D_{\min}$ changes with the geometry.
\item Do not expect volume ratios to lower $\kappa$. They can move a geometry out of the unstable range of $x$; lowering $\kappa$ at fixed $\beta$ takes input in which $\alpha$ falls faster than $R^3$.
\item Raising $\beta$ lowers $\kappa$ as $\beta^{-3}$; the dimer condition $\kappa<1$ reads $\beta>(\alpha^0)^{1/3}/2R^0$. The Li chain at 6 bohr reaches $D_{\min}=0$ at $\beta=1.07$. That departs from the value paired with the functional and alters the damping of every pair, so energies to be compared must share one $\beta$.
\item Treat an energy with dropped modes as a diagnostic. It belongs to a Hamiltonian without a ground state and should not drive a geometry optimization.
\end{enumerate}

\section*{Computed results}
\begin{verbatim}
method: steepness 6, beta 0.83; grid 30 points, scale 0.2 Ha; 1 Ha = 27211.4 meV
Li UHF 14s8p: E = -7.43260 Ha
Li alpha0: TDHF 170.02, finite field (F=0.0005 au) 169.95 bohr^3
Li C6 = 1477.9 Ha bohr^6, omega = 0.06817 Ha, sigma(0) = 3.5626 bohr
Li: alpha 170.02 bohr^3, C6 1477.9 au, R0 4.0 bohr, 2 beta R0 6.640 bohr, kappa 0.5807
X: alpha 10.00 bohr^3, C6 30.0 au, R0 3.5 bohr, 2 beta R0 5.810 bohr, kappa 0.0510
P: alpha 320.00 bohr^3, C6 4000.0 au, R0 4.0 bohr, 2 beta R0 6.640 bohr, kappa 1.0931
self term: alpha * T_GG(0) = 1.00000000
30 dense clusters: min eig(1/alpha+T_GG) 1.30e-06 bohr^-3; min eig bare D -3.09e+03
chain scan d=1..8 bohr, X: min eig(alpha B) 3.741e-03 at d = 1.0 bohr
chain scan d=1..8 bohr, Li: min eig(alpha B) -3.058e-01 at d = 1.0 bohr
chain scan d=1..8 bohr, P: min eig(alpha B) -5.388e-01 at d = 1.0 bohr
15-point grid, scale 0.6 Ha: relative error of free Li C6 -2.9e-05
Li2X2 positions (bohr): [[0.0, 0.0, 0.0], [0.0, 0.0, 6.0], [5.5, 0.0, 2.0], [-1.0, 6.0, 4.0]]
Li2X2: abar [152.101, 151.928, 8.402, 9.15] bohr^3, E -0.0074843, log-det -0.0074843 Ha
Li2 at 40 bohr: E/(-C6/r^6) = 1.000007
g: max 0.5000 at x=1.0000; min 0.3778 at x=0.5298; equals max again at x=0.3243
dimer scan 3-14 bohr, R0=4, v=1.0, kappa=0.98: lowest lambda +1.002e-04 Ha^2
dimer scan 3-14 bohr, R0=4, v=1.0, kappa=1.02: lowest lambda -8.561e-05 Ha^2
dimer scan 3-14 bohr, R0=4, v=0.7, kappa=0.98: lowest lambda +1.001e-04 Ha^2
dimer scan 3-14 bohr, R0=4, v=0.7, kappa=1.02: lowest lambda -8.554e-05 Ha^2
P2 unstable window: 4.7851 to 7.6519 bohr
X-Li, v(Li)=1.0: abar_X<0 below 3.4064 bohr; 0.5 bohr inside: -2.965 bohr^3
X-Li, v(Li)=0.5: abar_X<0 below 2.6730 bohr; 0.5 bohr inside: -3.592 bohr^3
inertia and bound: 61 clusters, 32 negative modes, smallest D_min - bound 0.1109
Li_N chain, d = 6.0 bohr, v = 1; abar in bohr^3, E omits negative modes
N=2: abar end 152.16 mid 152.16, D_min +0.4258, neg 0, E/N -67.82 meV
N=3: abar end 162.29 mid 129.25, D_min +0.0873, neg 0, E/N -135.67 meV
N=4: abar end 159.62 mid 140.05, D_min -0.1082, neg 1, E/N -175.16 meV
N=5: abar end 160.55 mid 151.04, D_min -0.2375, neg 1, E/N -147.80 meV
N=6: abar end 160.26 mid 148.02, D_min -0.3268, neg 1, E/N -136.84 meV
N=8: abar end 160.33 mid 146.03, D_min -0.4402, neg 1, E/N -142.00 meV
N=12: abar end 160.33 mid 146.53, D_min -0.5505, neg 2, E/N -144.74 meV
first unstable length among those listed: N = 4
Li2: C6bar 1281.1 au, omegabar 0.07378 Ha, x 0.9377, g 0.4944, E -0.004985 Ha
Li6: lambda_min -2.0527e-03 Ha^2, last zero of det at u = 0.04531 Ha
Li6: E without negative modes -0.030172 Ha, integral of ln|det| -0.030172 Ha
infinite chain: abar 146.59 bohr^3, x 0.9494, sum g 0.7317, D_min -0.6998
finite chains: D_min -0.6625 (N=30), -0.6878 (N=60)
critical spacing: 9.070 bohr (infinite, x = 1.3685), 9.052 bohr (N=60)
critical beta at d = 6.0 bohr: 1.0725 (infinite), 1.0657 (N=60)
X chain d=2.5 bohr: abar 14.29 bohr^3, x 0.3820, sum g 2.0421, D_min +0.5835, N=60 +0.5954
\end{verbatim}
